\section*{Small-signal mobility of hot carriers: from differential to chord value}

\section{Two slopes at one bias point}

Electrons in a silicon MOSFET channel drift in a steady field of 20 kV/cm and are much hotter than the lattice. A small alternating field is now added along the channel. How much does the drift velocity change per unit of added field?

The steady velocity--field curve offers two answers. Its tangent gives the differential mobility $\mu_d=dv/dF$, and the line from the origin to the bias point gives the chord mobility $\mu_c=v/F$. In a hot gas the two can differ by a factor of three. The tangent compares two steady states, each with its own electron temperature, so it applies if the signal is slow enough for the temperature to follow it closely; Section 4 gives the condition. If it has no time, another answer is needed.

Throughout, $F$ is the magnitude of the field and $v$ the drift speed along the electric force, so both are positive and $q>0$. The gas is uniform, its density is fixed, and its state is described by one electron temperature $T$. At first the momentum is assumed to follow the field at once, so that $v=\mu(T)F$. Section 6 removes this last assumption.

\section{A simple gas}

Let the mobility fall as the inverse temperature, and let the thermal energy $\tfrac32 kT$ relax to the lattice value in a constant time $\tau_w$:
\begin{equation}
\mu=\mu_L\frac{T_L}{T},\qquad P=\frac{3k}{2\tau_w}(T-T_L).
\end{equation}
Here $P$ is the energy lost to the lattice per carrier and unit time. In a steady state it equals the power $qFv=q\mu F^2$ supplied by the field:
\begin{equation}
q\mu_L\frac{T_L}{T}F^2=\frac{3k}{2\tau_w}(T-T_L).
\end{equation}
Multiply by $2\tau_wT/(3kT_L^2)$ and define
\begin{equation}
x=\frac{T}{T_L},\qquad y=\frac{\mu_LF}{v_s},\qquad v_s^2=\frac{3kT_L\mu_L}{2q\tau_w}.
\end{equation}
The balance becomes $x(x-1)=y^2$. Its positive root is
\begin{equation}
x=\tfrac12\left(1+\sqrt{1+4y^2}\right).
\end{equation}
The velocity is $v=\mu_LF/x=v_s\,y/x$. For small $y$, $x\to1$ and $v\to\mu_LF$, which is Ohm's law. For large $y$, $x\to y$ and $v\to v_s$, so $v_s$ is the saturation velocity of this model.

For the tangent, take logarithms: $\ln v=\ln y-\ln x+\text{const}$. Differentiating $x^2-x=y^2$ gives $(2x-1)\,dx=2y\,dy$, so
\begin{equation}
\frac{d\ln x}{d\ln y}=\frac{2y^2}{x(2x-1)}=\frac{2(x-1)}{2x-1}.
\end{equation}
Since $\mu_d/\mu_c=d\ln v/d\ln F$,
\begin{equation}
\frac{\mu_d}{\mu_c}=1-\frac{2(x-1)}{2x-1}=\frac{1}{2x-1}=\frac{T_L}{2T-T_L}.
\label{simple}
\end{equation}

\paragraph{Numbers.} Take $\mu_L=600$ cm$^2$/Vs, $T_L=300$ K and $\tau_w=0.30$ ps, which are rough values for a silicon channel. Then $v_s=8.81\times10^6$ cm/s. At 20 kV/cm, $\mu_LF=1.2\times10^7$ cm/s, so $y=1.36$, $x=1.95$ and $T=585$ K. With more digits kept in $x$, the chord mobility is $600/1.9515=307$ cm$^2$/Vs. Equation (\ref{simple}) gives the ratio $300/(1171-300)=0.344$, hence $\mu_d=106$ cm$^2$/Vs.

\paragraph{Frozen temperature.} Suppose the field changes from $F_0$ to $F_0+f$ so fast that $T$ keeps its value $T_0$. The velocity becomes $\mu(T_0)(F_0+f)$, and its change per unit field is $\mu(T_0)=\mu_c$. This is the chord value of the \emph{hot} gas, 307 cm$^2$/Vs, and not the low-field mobility of 600 cm$^2$/Vs. It remains to find how the response passes from one value to the other.

\section{General linear response}

Now let $\mu(T)$, the thermal energy $w(T)$ and the loss rate $P(T)$ be smooth functions. With $C(T)=dw/dT$, energy balance reads
\begin{equation}
C\frac{dT}{dt}=qFv-P(T),\qquad v=\mu(T)F.
\label{balance}
\end{equation}
Write $F=F_0+f$, $v=v_0+u$ and $T=T_0+\theta$, where the small parts vary as $e^{i\omega t}$ and the real part is understood. Primes denote $d/dT$ at $T_0$, and $G=P'(T_0)>0$. To first order the velocity relation gives
\begin{equation}
u=\mu_cf+\mu'F_0\theta .
\label{u}
\end{equation}
The first term is the direct response and the second is the change of mobility through heating.

In the power, $(F_0+f)(v_0+u)=F_0v_0+F_0u+v_0f+fu$. The first term cancels $P(T_0)$, and the last is of second order. The left side of (\ref{balance}) contains $C$ at $T_0$ alone, because $dT_0/dt=0$. Therefore
\begin{equation}
i\omega C\theta=q(F_0u+v_0f)-G\theta .
\end{equation}
Insert (\ref{u}) and $v_0=\mu_cF_0$. The bracket is $2\mu_cF_0f+\mu'F_0^2\theta$. The factor 2 arises because the power is quadratic in the field at fixed temperature. Collecting $\theta$,
\begin{equation}
(i\omega C+G-qF_0^2\mu')\,\theta=2q\mu_cF_0f .
\end{equation}
Define the energy time and a dimensionless feedback strength,
\begin{equation}
\tau_e=\frac{C}{G},\qquad s=-\frac{qF_0^2\mu'}{G}.
\end{equation}
Division by $G$ gives
\begin{equation}
\theta=\frac{2q\mu_cF_0}{G}\,\frac{f}{1+s+i\omega\tau_e}.
\label{theta}
\end{equation}
Put this into (\ref{u}) and use $qF_0^2\mu'/G=-s$:
\begin{equation}
\mu_{ac}=\frac uf=\mu_c\left[1-\frac{2s}{1+s+i\omega\tau_e}\right]
=\mu_c\,\frac{1-s+i\omega\tau_e}{1+s+i\omega\tau_e}.
\label{main}
\end{equation}

\paragraph{Slow limit.} At $\omega=0$ the result should be the tangent of the steady curve. That tangent follows separately from $q\mu(T)F^2=P(T)$. Its differential is $2q\mu_cF_0\,dF+qF_0^2\mu'\,dT=G\,dT$, so $dT/dF=2q\mu_cF_0/[G(1+s)]$ and
\begin{equation}
\mu_d=\mu_c+F_0\mu'\frac{dT}{dF}=\mu_c\left(1-\frac{2s}{1+s}\right)=\mu_c\frac{1-s}{1+s}.
\label{mud}
\end{equation}
This agrees with (\ref{main}).

\paragraph{Fast limit.} For $\omega\tau_e\gg 1+|s|$ the temperature signal (\ref{theta}) falls as $1/\omega$, and $\mu_{ac}\to\mu_c$. This is the frozen-temperature result.

\paragraph{Simple gas.} Here $\mu'=-\mu_c/T$ and $G=3k/(2\tau_w)$, so $\tau_e=\tau_w$. With $q\mu_cF_0^2=P$, $s=P/(TG)=1-T_L/T$. Then $(1-s)/(1+s)=T_L/(2T-T_L)$, as in (\ref{simple}). At 585 K, $s=0.488$.

The linearisation was also tested against time integration of the nonlinear balance (\ref{balance}) with a field modulation of 0.1\%. Four gases were used at 20 kV/cm: mobilities varying as $T^{-1}$, $T^{-1.5}$ and $T^{0.5}$, and the $T^{-1}$ case with $\tau_w\propto T^{0.25}$. At 0.1, 0.8 and 4 THz the largest difference from (\ref{main}) was $6\times10^{-7}$ of the chord mobility.

\section{The crossover and its time}

By (\ref{mud}), $\mu_d-\mu_c=-2s\mu_c/(1+s)$. Taking $1+s$ out of the denominator in (\ref{main}) therefore gives
\begin{equation}
\mu_{ac}=\mu_c+\frac{\mu_d-\mu_c}{1+i\omega\tau^*},\qquad \tau^*=\frac{\tau_e}{1+s}.
\label{debye}
\end{equation}
Since $1+\mu_d/\mu_c=2/(1+s)$, the time can be written with the two slopes:
\begin{equation}
\tau^*=\frac{\tau_e}{2}\left(1+\frac{\mu_d}{\mu_c}\right).
\end{equation}
For $s>0$ it is shorter than $\tau_e$. A rise in temperature lowers the mobility and hence the heating power, which helps the gas to return to its steady state. In the example $\tau^*=0.30/1.488=0.202$ ps, and the crossover frequency $1/(2\pi\tau^*)$ is 0.79 THz.

At this frequency $1/(1+i)=(1-i)/2$. The real part is the mean of the two slopes, $(307+106)/2=207$ cm$^2$/Vs, and the imaginary part is half their difference, 101 cm$^2$/Vs. With the convention $e^{i\omega t}$, a positive imaginary part means that the velocity leads the field: it rises with the field first and is pulled back later by heating.

Being below the crossover is not by itself enough for the tangent to apply. For $\omega\tau^*\ll1$, (\ref{debye}) gives $\mu_{ac}-\mu_d\approx i\omega\tau^*(\mu_c-\mu_d)$, a relative departure from $\mu_d$ of $2|s|\,\omega\tau^*/|1-s|$, which is large when $\mu_d\ll\mu_c$. At $\omega\tau^*=0.1$ the temperature amplitude is 99.5\% of its static value, yet the departure, mostly out of phase with the field, is 19\% of $\mu_d$ at 20 kV/cm and 59\% at 50 kV/cm.

\paragraph{A field step.} The same physics is visible in time. Let the field rise by a small constant $f$ at $t=0$. The linear energy equation is
\begin{equation}
\tau_e\frac{d\theta}{dt}+(1+s)\theta=\frac{2q\mu_cF_0}{G}f,\qquad \theta(0)=0,
\end{equation}
because a finite power cannot change the thermal energy in zero time. Hence $\theta$ approaches its final value as $1-e^{-t/\tau^*}$, and (\ref{u}) gives
\begin{equation}
u(t)=f\left[\mu_d+(\mu_c-\mu_d)e^{-t/\tau^*}\right].
\end{equation}
Without inertia, the velocity first jumps by the chord amount and then settles to the differential amount; Section 6 gives the change due to mass. The decay time taken from the nonlinear balance after a field step of 0.01\% was 0.202 ps, in agreement.

\paragraph{Other fields.} With all other parameters of the simple gas fixed, the two slopes at 1 kV/cm are 597 and 592 cm$^2$/Vs. To first order in $s$, (\ref{mud}) gives a relative gap of $2s$, which vanishes with the heating. At 50 kV/cm they are 152 and 22 cm$^2$/Vs. The crossover frequency rises from 0.53 to 0.93 THz between these fields. It equals $(1+s)/(2\pi\tau_w)$, and $s$ lies between 0 and 1 in this gas, so it can at most double.

\section{Other signs of the feedback}

If mobility rises with temperature, $s<0$ and the order is reversed: $\mu_d>\mu_c$. With $\mu\propto T^{0.5}$ and the other inputs unchanged, $\mu_d/\mu_c=2.36$ at 20 kV/cm. This gas illustrates the sign only: its drift velocity there is $2.8\times10^7$ cm/s, far above the saturation velocity of silicon. The response then falls towards the chord value as frequency rises. The formula requires $s>-1$. Otherwise the free temperature disturbance, which without inertia decays at the rate $(1+s)/\tau_e$, does not decay, and this steady state is not a stable one to linearise about. Another, stable state may exist at the same field: for $\mu\propto T^2$ at 7 kV/cm the balance has a stable root at 461 K ($s=-0.70$) and an unstable one at 858 K ($s=-1.30$).

If $s>1$, the differential mobility is negative while the chord value remains positive. A steeply falling mobility can cause this, and so can a slowly growing loss rate: the $T^{-1}$ gas with $\tau_w\propto T^{0.25}$, held at 0.30 ps at 585 K, reaches $s=1$ at 1500 K, near 58 kV/cm. Multiplying numerator and denominator of (\ref{main}) by $1+s-i\omega\tau_e$ gives
\begin{equation}
\mathrm{Re}\,\mu_{ac}=\mu_c\frac{1-s^2+\omega^2\tau_e^2}{(1+s)^2+\omega^2\tau_e^2}.
\end{equation}
The real part becomes positive when $\omega\tau_e>\sqrt{s^2-1}$. For $\mu=\mu_L(T_L/T)^2$ at 60 kV/cm, $T=881$ K, $s=1.32$, $\mu_c=70$ and $\mu_d=-9.6$ cm$^2$/Vs, and the sign changes at 0.46 THz. This gas too illustrates the sign only: its velocity peaks at $4.4\times10^6$ cm/s near 29 kV/cm and then falls, whereas in silicon at room temperature the velocity saturates near $10^7$ cm/s. Time integration gave a negative real part 10\% below this frequency and a positive one 10\% above it. The field is taken as uniform here; whether it stays uniform is a separate question.

\section{Inertia closes the window}

Equation (\ref{main}) keeps the chord value up to any frequency, which no carrier with mass can do. Let the momentum obey
\begin{equation}
m\frac{dv}{dt}=qF-\frac{qv}{\mu(T)} .
\label{mom}
\end{equation}
The total energy is now $w+mv^2/2$ and changes at the rate $qFv-P(T)$, if the loss still depends on $T$ alone. Multiplying (\ref{mom}) by $v$ gives the rate of change of the drift energy. Subtracting it leaves
\begin{equation}
C\frac{dT}{dt}=\frac{qv^2}{\mu(T)}-P(T).
\label{heat}
\end{equation}
The steady state is unchanged. Linearise both equations with $v_0/\mu_c=F_0$:
\begin{align}
i\omega mu&=qf-\frac{qu}{\mu_c}+\frac{qF_0\mu'}{\mu_c}\theta,\\
i\omega C\theta&=2qF_0u-qF_0^2\mu'\theta-G\theta .
\end{align}
Since $-qF_0^2\mu'=sG$, the second line is $G(1-s+i\omega\tau_e)\theta=2qF_0u$. It follows that
\begin{equation}
F_0\mu'\theta=-\frac{2s\,u}{1-s+i\omega\tau_e}.
\end{equation}
Solve the first line for $f/u$ and insert this:
\begin{equation}
\frac1{\mu_{full}}=\frac{i\omega m}{q}+\frac1{\mu_c}\left[1+\frac{2s}{1-s+i\omega\tau_e}\right]
=\frac{i\omega m}{q}+\frac1{\mu_{ac}} .
\label{series}
\end{equation}
Inertia adds in series with the earlier response. For $m\to0$ equation (\ref{main}) returns. For $\omega\to\infty$, $\mu_{full}\to q/(i\omega m)$, the response of a free carrier. Time integration of (\ref{mom}) and (\ref{heat}) at 0.2, 1.3 and 5 THz agreed with (\ref{series}) to within $10^{-4}$ of the chord mobility.

The fast limit is assured by $\omega\tau_e\gg1+|s|$; for $|s|\ll1$ the two slopes nearly coincide and $\mu_{ac}$ is close to $\mu_c$ at any frequency. For $s>0$ this is the same as $\omega\gg1/\tau^*$; for $s$ near $-1$ it is a much stronger condition. With the momentum time $\tau_m=m\mu_c/q$ and $s>0$, the chord value appears as a plateau in the window
\begin{equation}
1/\tau^*\ll\omega\ll1/\tau_m .
\end{equation}
For $m=0.26\,m_0$, where $m_0$ is the electron mass, $\tau_m=0.045$ ps and $\tau^*/\tau_m=4.4$. The window is narrow:

\begin{center}
\begin{tabular}{rrr}
THz & Re $\mu_{ac}$ & Re $\mu_{full}$ (cm$^2$/Vs)\\
0.05 & 107 & 107\\
0.79 & 207 & 235\\
2 & 280 & 272\\
5 & 303 & 112\\
10 & 306 & 35
\end{tabular}
\end{center}

Inertia \emph{raises} the real part at 0.79 THz. To see why, write $1/\mu_{full}=R+iX$, so that $\mathrm{Re}\,\mu_{full}=R/(R^2+X^2)$. Inertia leaves $R$ unchanged. It contributes positively to $X$, whereas energy relaxation with $s>0$ contributes negatively. Their partial cancellation reduces $X^2$ and raises the real part. At higher frequency inertia dominates $X$ and the response falls.

The chord value remains a ceiling for $0<s<1$. From (\ref{series}),
\begin{equation}
R=\frac1{\mu_c}\left[1+\frac{2s(1-s)}{(1-s)^2+\omega^2\tau_e^2}\right]>\frac1{\mu_c},
\end{equation}
and $\mathrm{Re}\,\mu_{full}\le1/R<\mu_c$. In the example the maximum is 288 cm$^2$/Vs at 1.5 THz, or 94\% of the chord value. With the mass reduced a hundredfold and the mobility held fixed, the maximum reaches 99.9\%. Thus the missing 6\% comes from the poor separation of the two times.

Inertia also changes the step response. Free disturbances $e^{\lambda t}$ are the zeros of (\ref{series}) with $i\omega\to\lambda$, that is $\tau_m\tau_e\lambda^2+[\tau_e+(1-s)\tau_m]\lambda+1+s=0$. For $m=0.26\,m_0$ the decay times are 0.160 and 0.057 ps in place of the single 0.202 ps. After a small field step, $u/f$ rises from zero to a peak of 247 cm$^2$/Vs at 0.11 ps, 80\% of the chord value, and then settles to $\mu_d$.

\section{How far the numbers carry}

The model's saturation velocity is close to the rough value of $10^7$ cm/s for silicon at room temperature. This does not fix the shape of the curve. The empirical law $v=\mu_LF/[1+(\mu_LF/v_s)^\beta]^{1/\beta}$ with $\mu_L=600$ cm$^2$/Vs and $v_s=10^7$ cm/s has slopes of 273 and 124 cm$^2$/Vs at 20 kV/cm for $\beta=1$, and 384 and 157 for $\beta=2$; the second pair lies outside the spread of the variants below. An energy time of a few tenths of a picosecond is also typical. The mobility of 600 cm$^2$/Vs suits a weak normal field; strong inversion gives lower values. Short devices break the assumption of uniformity. In one energy time a carrier drifts 18 nm, and the diffusion length $\sqrt{\mu_ckT\tau_e/q}$ is about 22 nm. Heat spreads over a similar distance, 22 to 28 nm depending on how scattering varies with energy. In a channel of a few tens of nanometres the temperature therefore does not follow the local field. Where carriers have entered cold and have not yet heated, the model's mobility is nearer 600 than 307 cm$^2$/Vs, a shift of up to a factor of two. This is a statement about the local law $v=\mu(T)F$, which such a channel also breaks: with $m=0.26\,m_0$ the mean free path $\sqrt{3kT/m}\,m\mu/q$ is about 20 nm at 300 K and 15 nm at 585 K, so transport is partly ballistic and 600 cm$^2$/Vs is not the value to expect from the device.

Other choices can be sized at the same field of 20 kV/cm, changing one feature at a time:
\begin{itemize}
\item With $\tau_w\propto T^{0.25}$, held at 0.30 ps at 585 K, $\mu_c$ is unchanged and $\mu_d$ falls to 88 cm$^2$/Vs.
\item A nonparabolic thermal energy $w(T)$ with coefficient 0.5/eV, with the law $\mu\propto1/T$ kept, gives $\mu_c=316$ and $\mu_d=116$ cm$^2$/Vs. This is only one part of the effect. The heavier conductivity mass of the hot carriers changes the values to about 305 and 101, and scattering that follows the density of states to about 294 and 86, so the net shift can be downward.
\item The heat capacity $k$ of a single two-dimensional subband, which also lowers the loss rate at given $T$ and $\tau_w$, gives 268 and 77 cm$^2$/Vs. This is a limiting case: at 585 K higher subbands are filled, and a fixed triangular well at 0.15 to 0.85 MV/cm has a heat capacity near $2k$. A constant $2k$ shifts the values the other way, to 337 and 131 cm$^2$/Vs.
\item A lattice at 400 K, with $\mu_L$ reduced as $T_L^{-1.5}$ and $\tau_w$ fixed, gives 248 and 115 cm$^2$/Vs.
\end{itemize}
In these four cases the crossover, without inertia, stays between 0.72 and 0.82 THz. The differential mobility moves by up to 27\%. All four cases, however, keep $\tau_w$ at 0.30 ps at the bias point, and $\tau_w$ sets the scale of the crossover. For $\tau_w=0.2$ and 0.5 ps the crossover is 1.13 and 0.50 THz, while $\mu_d$ is 143 and 70 cm$^2$/Vs, so the crossover varies nearly as $1/\tau_w$ (as $\tau_w^{-0.89}$ near 0.30 ps) and is known hardly better than the energy time. A lighter mass of $0.19\,m_0$, the limit in which all carriers of a (100) channel sit in the two light valleys, raises the maximum with inertia to 95\% of the chord value. At 585 K the heavier valleys are well populated, and a triangular-well estimate gives 0.22 to $0.25\,m_0$.

Several other omissions are modest. The drift energy is 2.8 meV, against a thermal energy of 76 meV, of which 37 meV is the excess over the lattice value. If the loss relaxed the total energy instead of the thermal part, the two slopes would be 316 and 107 cm$^2$/Vs. At $10^{18}$ cm$^{-3}$, which corresponds to a sheet density near $10^{12}$ cm$^{-2}$, degeneracy shifts the mean energy at 585 K by about 0.2\%. The shift grows with density, to 2\% at $10^{19}$ and 11\% at $5\times10^{19}$ cm$^{-3}$, all with bulk statistics. The model depends on the excess $w(T)-w(T_L)$, which moves the other way, by $-9\%$ at $5\times10^{19}$ cm$^{-3}$. Through $w(T)$ alone the two slopes then become 299 and 103 cm$^2$/Vs; the effect of degeneracy on $\mu(T)$ is not included. Without inertia, a field modulation of 30\% changes the response at the crossover frequency by 1.2\% of its magnitude; at 0.05 THz the change is about 4\%. A Maxwell distribution at 585 K has about $10^{-9}$ of its carriers above 1.12 eV, roughly the silicon gap, so within this model impact ionisation is negligible at this bias. The estimate should not be carried over to a real short channel: impact ionisation and hot-carrier damage of the oxide interface both depend on the high-energy tail, which a single temperature does not determine there. The values for the main example, and the first pair of values in each of the four listed variants, are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
low-field mobility 600 cm2/Vs, lattice 300 K
energy time 0.30 ps, mass 0.26 m0, field 20 kV/cm
saturation velocity 8.807e+06 cm/s
electron temperature 585.4 K, drift velocity 6.149e+06 cm/s
feedback s 0.4876
chord mobility v/F 307.5 cm2/Vs
differential mobility dv/dF 105.9 cm2/Vs
ratio differential/chord 0.3445
crossover time tau* 0.2017 ps, frequency 0.789 THz
decay time measured after field step 0.2017 ps
largest static error 9.1e-09, ac error 6.4e-07 (of chord)
freq THz | Re, Im without inertia | Re, Im with inertia (cm2/Vs)
  0.050 |  106.7   12.7 |  106.8   12.2
  0.200 |  118.1   48.0 |  120.2   45.8
  0.789 |  206.7  100.8 |  234.7   70.4
  2.000 |  280.3   68.8 |  271.7  -83.3
  5.000 |  302.6   31.0 |  111.8 -147.2
 10.000 |  306.2   15.8 |   34.7  -97.2
field kV/cm | T K | chord | differential cm2/Vs | crossover THz
    1 |   301.4 |  597.2 |  591.8 | 0.533
    5 |   331.5 |  543.0 |  448.7 | 0.581
   20 |   585.4 |  307.5 |  105.9 | 0.789
   50 |  1182.9 |  152.2 |   22.1 | 0.926
rising mobility T^0.5: differential/chord 2.3607
steep mobility T^-2 at 60 kV/cm: T 881.1 K, s 1.3191
  chord 69.6, differential -9.57 cm2/Vs
  real part turns positive at 0.456 THz
momentum time 0.0455 ps, tau*/tau_m 4.44
peak Re with inertia 287.7 cm2/Vs at 1.48 THz
  as fraction of chord 0.9356
  mass 0.19 m0: fraction 0.9520 at 1.74 THz
  mass 0.0026 m0: fraction 0.9993 at 15.0 THz
model change | T K | chord | differential cm2/Vs | crossover THz
tau ~ T^0.25 | 585.4 | 307.5 | 87.9 | 0.725
nonparabolic 0.5/eV | 569.6 | 316.0 | 116.2 | 0.776
2D heat capacity k | 672.6 | 267.6 | 76.8 | 0.824
lattice 400 K | 629.8 | 247.5 | 115.2 | 0.724
drift energy 2.79 meV, thermal 75.7 meV
Maxwell fraction above 1.12 eV: 1.2e-09
degeneracy shift of mean energy at 1e18 cm-3: 0.23 %
30 % field amplitude shifts response by 1.21 %
energy drift length 18.4 nm, diffusion length 21.6 nm
\end{verbatim}
